\section*{Best Thickness of a Transparent Conducting Film: A Tutorial Sheet}

\section{The problem}

A transparent electrode must let light through and carry current along its plane. A thicker film conducts better but absorbs more. One way to weigh the two demands is the figure of merit
\begin{equation}
\phi(t)=\frac{T(t)^{10}}{R_s(t)},
\end{equation}
where $t$ is the film thickness, $T$ the transmitted fraction of the light intensity and $R_s$ the sheet resistance, that is, the resistance of a square piece of film with current flowing from one edge to the opposite edge.

The film is uniform. Its conductivity $\sigma>0$ and its absorption coefficient $\alpha>0$ do not depend on $t$. The light has a single wavelength and falls perpendicularly on the film. Reflection at the surfaces is neglected at first. SI units are used, because sheet resistance is naturally given in ohms.

\begin{enumerate}
\item[(a)] Find $T(t)$ and $R_s(t)$.
\item[(b)] Find the thickness that maximizes $\phi$, and show that it gives the largest value for all $t>0$.
\item[(c)] Find the transmission, the sheet resistance and the figure of merit at that thickness. Evaluate them for the round model values $\alpha=1.0\times10^{6}\ \mathrm{m^{-1}}$ and $\sigma=5.0\times10^{5}\ \mathrm{S/m}$.
\item[(d)] By what factor does $\phi$ fall if the film is made half as thick, or twice as thick, as it should be?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item The coefficient $\alpha$ refers to intensity: a thin layer $dz$ removes the fraction $\alpha\,dz$ of the light that reaches it.
\item For the sheet resistance, use resistance $=$ length$/(\sigma\times$ cross-section$)$. The current flows along the film, so the cross-section contains the thickness.
\item Raising an exponential to the tenth power multiplies its exponent by ten. Write $\phi$ as one explicit function of $t$ before differentiating.
\item A vanishing derivative shows a stationary point. The sign of the derivative on either side shows whether it is the global maximum.
\item For part (d), measure the thickness in units of its best value. The material parameters then drop out.
\end{enumerate}

\section{Full solution}

\subsection*{(a) Transmission and sheet resistance}

Let $I(z)$ be the intensity at depth $z$. The layer between $z$ and $z+dz$ removes $\alpha I\,dz$, so
\begin{equation}
\frac{dI}{dz}=-\alpha I .
\end{equation}
Dividing by $I$ and integrating from $0$ to $t$ gives
\begin{equation}
\ln\frac{I(t)}{I(0)}=-\alpha t,
\qquad
T(t)=\frac{I(t)}{I(0)}=e^{-\alpha t}.
\end{equation}

Now take a square of side $L$. The current travels a distance $L$ through a cross-section of width $L$ and height $t$. Hence
\begin{equation}
R_s=\frac{L}{\sigma L t}=\frac{1}{\sigma t}.
\end{equation}
The side cancels, which is why one number describes squares of any size. The unit is the ohm, often written ``ohm per square'' as a reminder of the geometry.

\subsection*{(b) The maximum}

Insert both results into the definition. Dividing by $R_s$ means multiplying by $\sigma t$:
\begin{equation}
\phi(t)=\sigma t\left(e^{-\alpha t}\right)^{10}=\sigma t\,e^{-10\alpha t}.
\label{eq:phi}
\end{equation}
This tends to zero at both ends. For $t\to0$ the film does not conduct. For $t\to\infty$ the exponential falls faster than the factor $t$ grows, and no light is left.

The product rule gives
\begin{align}
\phi'(t)&=\sigma e^{-10\alpha t}+\sigma t\,(-10\alpha)e^{-10\alpha t}\nonumber\\
&=\sigma\,(1-10\alpha t)\,e^{-10\alpha t}.
\label{eq:slope}
\end{align}
Since $\sigma$ and the exponential are positive, the sign of $\phi'$ is the sign of $1-10\alpha t$. The derivative vanishes at a single thickness,
\begin{equation}
t^*=\frac{1}{10\alpha}.
\label{eq:topt}
\end{equation}
For $t<t^*$ the function rises, and for $t>t^*$ it falls. The point $t^*$ is therefore the global maximum, with no need to compare several candidates.

The second derivative agrees. Differentiating \eqref{eq:slope} once more,
\begin{align}
\phi''(t)&=-10\alpha\sigma e^{-10\alpha t}-10\alpha\sigma(1-10\alpha t)e^{-10\alpha t}\nonumber\\
&=-10\alpha\sigma\,(2-10\alpha t)\,e^{-10\alpha t},
\end{align}
and at $10\alpha t^*=1$ this equals $-10\alpha\sigma/e<0$.

The result can be read as a balance. If the thickness grows by a small fraction $\varepsilon$, the conductance $1/R_s$ grows by the fraction $\varepsilon$, while $T^{10}$ falls by the fraction $10\alpha t\,\varepsilon$ to first order. Gain and loss cancel when $10\alpha t=1$. The conductivity multiplies $\phi$ by the same factor at every thickness, so it sets the height of the maximum but not its position.

\subsection*{(c) Values at the maximum}

With $\alpha t^*=1/10$,
\begin{align}
T^*&=e^{-1/10}, &
R_s^*&=\frac{1}{\sigma t^*}=\frac{10\alpha}{\sigma}, &
\phi^*&=\sigma t^* e^{-1}=\frac{\sigma}{10e\,\alpha}.
\end{align}
The transmission contains no material parameter: within this model, every film of optimum thickness absorbs the same fraction of the light. As long as absorption is the only loss, what distinguishes a good material is the ratio $\sigma/\alpha$, which fixes both $R_s^*$ and $\phi^*$. This does not carry over to thin metal films, which lose light mainly by reflection.

For the given values,
\begin{align}
t^*&=\frac{1}{10\times1.0\times10^{6}\ \mathrm{m^{-1}}}
=1.0\times10^{-7}\ \mathrm{m}=100\ \mathrm{nm},\\
T^*&=e^{-0.1}=0.905,\\
R_s^*&=\frac{1}{(5.0\times10^{5}\ \mathrm{S/m})(1.0\times10^{-7}\ \mathrm{m})}=20\ \Omega,\\
\phi^*&=\frac{(0.9048)^{10}}{20\ \Omega}=\frac{0.3679}{20\ \Omega}=0.0184\ \mathrm{S}.
\end{align}
The film absorbs about a tenth of the light, yet the tenth power turns this modest loss into a factor $1/e=0.3679$ in the figure of merit. The value of $\phi$ is therefore a score for comparing films, not a fraction of transmitted light.

Two numerical checks start from the definitions. A search for the maximum, with the transmission built up from many thin absorbing slices, returns $100.00$ nm. Kirchhoff's equations for a three-dimensional resistor network give $20.000\ \Omega$ for a small square and for one with twice the side.

\subsection*{(d) Films of the wrong thickness}

Let $x=t/t^*$, so that $10\alpha t=x$. Dividing \eqref{eq:phi} by its maximum gives
\begin{equation}
\frac{\phi}{\phi^*}=\frac{\sigma x t^* e^{-x}}{\sigma t^* e^{-1}}=x\,e^{1-x}.
\label{eq:shape}
\end{equation}
The two cases are
\begin{align}
x=\tfrac12:&\quad \tfrac12 e^{1/2}=0.824, & T&=0.951, & R_s&=40\ \Omega,\\
x=2:&\quad 2e^{-1}=0.736, & T&=0.819, & R_s&=10\ \Omega.
\end{align}
Halving the thickness costs 18\% of the maximum figure of merit, and doubling it costs 26\%. The maximum is broad, and for an error by a factor of two the thinner film is the better one.

For small errors put $x=1+\varepsilon$ and expand the logarithm of \eqref{eq:shape}:
\begin{equation}
\ln\frac{\phi}{\phi^*}=\ln(1+\varepsilon)-\varepsilon
=-\frac{\varepsilon^2}{2}+\frac{\varepsilon^3}{3}-\dots
\end{equation}
The linear terms cancel, as they must at a maximum. A thickness error of 10\% thus costs about $0.1^2/2=0.5\%$ of $\phi^*$.

\subsection*{When the conductivity depends on thickness}

In a very thin film, scattering at the surfaces can make $\sigma$ depend on $t$. The condition for a stationary point is then found from $\ln\phi=\ln\sigma(t)+\ln t-10\alpha t$. Setting its derivative to zero and multiplying by $t$ gives
\begin{equation}
\frac{d\ln\sigma}{d\ln t}+1-10\alpha t=0
\quad\Longrightarrow\quad
t=\frac{1}{10\alpha}\left(1+\frac{d\ln\sigma}{d\ln t}\right).
\end{equation}
The derivative on the right is taken at the thickness sought, so this is an equation to be solved rather than a finished formula. If the conductivity improves with thickness, the derivative is positive and the best film is thicker than $1/(10\alpha)$. For constant $\sigma$, equation \eqref{eq:topt} returns.

\section{Variation 1: another exponent}

\textbf{Question.} Replace the power ten by a number $q>0$. What changes, and what does the choice $q=1$ lead to?

\textbf{Solution.} The function to maximize is now $\phi_q=\sigma t\,e^{-q\alpha t}$, with derivative $\sigma(1-q\alpha t)e^{-q\alpha t}$. The sign argument of part (b) carries over with $10$ replaced by $q$:
\begin{equation}
t_q^*=\frac{1}{q\alpha},\qquad T_q^*=e^{-1/q},\qquad R_{s,q}^*=\frac{q\alpha}{\sigma}.
\end{equation}
For $q=1$ and the same material,
\begin{equation}
t_1^*=1000\ \mathrm{nm},\qquad T_1^*=e^{-1}=0.368,\qquad R_{s,1}^*=2\ \Omega .
\end{equation}
This film conducts ten times better than the one in part (c), but it absorbs almost two thirds of the light, which is too much for a window. Judged by the original figure of merit it has $x=10$, and \eqref{eq:shape} gives only $10e^{-9}\approx0.001$ of the maximum.

The exponent is thus a statement of what the user wants, not a property of the film. It can be chosen from a desired transmission $T_0$ between 0 and 1. Setting $e^{-1/q}=T_0$ and taking the logarithm gives
\begin{equation}
q=\frac{1}{\ln(1/T_0)} .
\end{equation}
For $T_0=0.90$ this is $q=1/0.105\approx9.5$. The power ten therefore suits a user who accepts a loss of about a tenth. As $q\to\infty$ the optimum film becomes perfectly transparent, but its thickness tends to zero and its sheet resistance grows without limit.

\section{Variation 2: light reflected at the surfaces}

\textbf{Question.} Real surfaces reflect. Does this move the best thickness?

\textbf{Solution, constant loss.} Suppose first that reflection multiplies the transmission by a factor $C$ independent of $t$, so that $T=Ce^{-\alpha t}$. Then
\begin{equation}
\phi=C^{10}\,\sigma t\,e^{-10\alpha t}.
\end{equation}
The constant $C^{10}$ does not affect the position of the maximum. For $C=0.90$ the best thickness stays at 100 nm, while the figure of merit is multiplied by $0.90^{10}=0.349$.

\textbf{Solution, interference.} In a smooth film the waves reflected to and fro interfere, and the loss depends on $t$. Let the film have the complex index $N=n+ik$, and let the wave vary along the film normal as $e^{2\pi iNz/\lambda}$, with $\lambda$ the vacuum wavelength. The squared modulus of this factor is $e^{-4\pi kz/\lambda}$, so $\alpha=4\pi k/\lambda$. The media before and behind the film have real indices $n_a$ and $n_b$. The amplitude coefficients at the two surfaces are
\begin{equation}
r_1=\frac{n_a-N}{n_a+N},\quad r_2=\frac{N-n_b}{N+n_b},\quad
t_1=\frac{2n_a}{n_a+N},\quad t_2=\frac{2N}{N+n_b}.
\end{equation}
One passage through the film contributes $p=e^{2\pi iNt/\lambda}$. Each extra round trip contributes $p^2$, the reflection $r_2$ at the back and the reflection $-r_1$ at the front, seen from inside. Summing the geometric series gives
\begin{equation}
T=\frac{n_b}{n_a}\left|t_1t_2\,p\sum_{m=0}^{\infty}(-r_1r_2p^2)^m\right|^2
=\frac{n_b}{n_a}\left|\frac{t_1t_2\,p}{1+r_1r_2p^2}\right|^2 .
\label{eq:wave}
\end{equation}
The factor $n_b/n_a$ converts squared amplitudes into intensities.

Take $\lambda=550$ nm, $n=2.0$, air in front ($n_a=1$) and thick glass behind ($n_b=1.5$). The back face of the glass is left out. With $\alpha$ as before, $k=0.044$. To see the trend, ignore $k$ for a moment. Then
\begin{equation}
r_1r_2=\left(-\frac13\right)\left(\frac17\right)=-\frac1{21},\qquad
t_1t_2=\frac23\cdot\frac87=\frac{16}{21}.
\end{equation}
Since $r_1r_2$ is negative, the denominator in \eqref{eq:wave} is smallest for $p^2=1$, which a film of non-zero thickness first reaches at the half-wave thickness $\lambda/(2n)=137.5$ nm, and largest for $p^2=-1$, first reached at half that thickness. The corresponding lossless transmissions are
\begin{equation}
\frac32\left(\frac{16/21}{20/21}\right)^2=0.96,
\qquad
\frac32\left(\frac{16/21}{22/21}\right)^2=0.79 .
\end{equation}
At 100 nm the film lies between these two thicknesses, where the lossless transmission rises with $t$. The tenth power amplifies this rise, and the optimum is drawn towards the half-wave thickness.

The full expression \eqref{eq:wave}, with absorption included and thicknesses from 1 to 1000 nm scanned, puts the maximum of $\phi$ at 133 nm. This is one third above $1/(10\alpha)$ and slightly below the half-wave value. The transmission there is 0.83. It includes reflection, so it should not be compared directly with the 0.905 of part (c), which counts absorption alone.

\textbf{A check on the simple law.} If the media on both sides have the index $n$ of the film, almost all reflection disappears, and \eqref{eq:wave} should lead back to \eqref{eq:topt}. The scan gives 99.0 nm. The missing 1\% comes from the small step $k$ that remains. For $k\ll n$ one has $r_1\approx-ik/(2n)$ and $r_2=-r_1$, hence
\begin{equation}
r_1r_2\approx\frac{k^2}{4n^2}=1.2\times10^{-4}.
\end{equation}
To first order in this number, and up to a constant,
\begin{equation}
\ln T\approx-\alpha t-\frac{k^2}{2n^2}\,e^{-\alpha t}\cos\frac{4\pi nt}{\lambda}.
\end{equation}
At 100 nm the argument of the cosine is 4.57, and its sine is $-0.99$. Differentiating the cosine changes the slope of $\ln T$ by
\begin{equation}
\frac{k^2}{2n^2}\,e^{-\alpha t}\,\frac{4\pi n}{\lambda}\sin\frac{4\pi nt}{\lambda}
\approx-1.0\times10^{4}\ \mathrm{m^{-1}},
\end{equation}
while the change from differentiating $e^{-\alpha t}$ is far smaller. The film behaves near its optimum as if $\alpha$ were 1\% larger, which shortens the best thickness by 1\%, as found.

The rule $t^*=1/(10\alpha)$ is therefore reliable when, at every thickness, interference changes the slope of $\ln T$ by much less than $\alpha$. Checking the slope at $1/(10\alpha)$ alone is not enough: if the interference ripple has a minimum there, it leaves the slope unchanged, yet $\phi$ can have a local minimum at that thickness instead of its maximum. Nor is a small reflection enough to guarantee the condition, because the ripple varies with thickness much faster than the absorption factor does. For $k\ll n$ and small $|r_1r_2|$, its slope can reach about $2|r_1r_2|\,4\pi n/\lambda$, and the condition asks that this quantity be small compared with $\alpha$. In the matched film above it is about $0.01\,\alpha$, so the rule holds to about 1\%; with the same reflection and a much smaller $\alpha$, the condition fails. The condition is sufficient, not necessary. The ripple changes $\ln\phi$ by at most about $40|r_1r_2|$ from crest to trough, so a weak reflection does little harm even when its slope exceeds $\alpha$. For $|r_1r_2|=1.2\times10^{-4}$ (index 1.957 on both sides) and $\alpha=10^{4}\ \mathrm{m^{-1}}$ the ripple slope is about $\alpha$, yet \eqref{eq:wave} puts the optimum within 0.4\% of $1/(10\alpha)$, and $\phi$ at $1/(10\alpha)$ is within 0.3\% of its maximum. When the reflection is strong, the rule is only a first estimate, to be refined with \eqref{eq:wave}: for the film on glass, $\phi$ at 100 nm is only 42\% of its maximum. The same holds for metal-like films with $k\gg n$. For $N=0.05+3.6i$ on glass at 550 nm, $1/(10\alpha)$ is 1.2 nm, whereas \eqref{eq:wave} with constant $\sigma$ gives 3.3 nm, where 8\% of the light is reflected and less than 1\% absorbed. The film parameters and the optimum thicknesses are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
absorption coefficient alpha      = 1.00e+06 1/m
conductivity sigma                = 5.00e+05 S/m
optimum thickness, formula        = 100.00 nm
optimum thickness, search         = 100.00 nm
transmission at optimum           = 0.9048 (no unit)
tenth power of that transmission  = 0.3679 (no unit)
sheet resistance, formula         = 20.000 ohm
sheet resistance, small network   = 20.000 ohm
sheet resistance, large network   = 20.000 ohm
figure of merit at optimum        = 0.01839 S
thickness 0.5 t*: merit/maximum    = 0.8244 (no unit)
thickness 0.5 t*: transmission     = 0.9512 (no unit)
thickness 0.5 t*: sheet resistance = 40.00 ohm
thickness 2.0 t*: merit/maximum    = 0.7357 (no unit)
thickness 2.0 t*: transmission     = 0.8187 (no unit)
thickness 2.0 t*: sheet resistance = 10.00 ohm
exponent 1: optimum thickness     = 1000.0 nm
exponent 1: transmission          = 0.3679 (no unit)
exponent 1: sheet resistance      = 2.000 ohm
constant interface factor C       = 0.90 (no unit)
with C: optimum thickness, search = 100.00 nm
with C: merit / merit without C   = 0.3487 (no unit)
wavelength                        = 550 nm
film index n                      = 2.00 (no unit)
glass index                       = 1.50 (no unit)
film extinction index k           = 0.04377 (no unit)
half-wave thickness               = 137.5 nm
wave optics, matched: optimum     = 99.0 nm
wave optics, air/glass: optimum   = 133.4 nm
air/glass: transmission there     = 0.8299 (no unit)
\end{verbatim}
